# Late-time approach to steady temperature of a small surface heater: a program that tests the result

```python
"""
Result under test: a bounded surface source of constant power P on an insulated
half-space approaches its steady temperature with the late-time deficit
    D = P / (2 pi k sqrt(pi alpha t)),
whatever the source shape; relative error between 0 and m2/(12 alpha t).
k: conductivity, C: heat capacity per volume, alpha = k/C: diffusivity,
t: time since switch-on, u = sqrt(alpha t): diffusion length,
m2: mean squared distance from source points to the observation point(s).
Example units: micrometre, microsecond, milliwatt, kelvin.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erf, erfc, j1

pi = np.pi


def law(u, power=1.0, k=1.0):
    """Leading late-time deficit."""
    return power / (2 * pi**1.5 * k * u)


# Point source: heat equation and power through a vanishing hemisphere
r, t, a, kc = sp.symbols("r t alpha k", positive=True)
point = sp.erfc(r / (2 * sp.sqrt(a * t))) / (2 * sp.pi * kc * r)
residual = sp.diff(point, t) - a * sp.diff(r * point, r, 2) / r
assert sp.simplify(residual) == 0
hemisphere_power = sp.expand(-kc * 2 * sp.pi * r**2 * sp.diff(point, r))
assert sp.simplify(hemisphere_power.subs(r, 0) - 1) == 0

# Point source: time integral of the doubled Gaussian kernel (k = C = 1)
for dist, time in ((0.7, 0.4), (1.5, 3.0)):
    summed = quad(lambda s: 2 * np.exp(-dist**2 / (4 * s))
                  / (4 * pi * s)**1.5, 0, time)[0]
    closed = erfc(dist / (2 * np.sqrt(time))) / (2 * pi * dist)
    assert abs(summed / closed - 1) < 1e-6


# Finite-volume solution in three dimensions (k = C = 1), quarter domain
def graded_edges(step=0.1, uniform_to=2.0, far=80.0, growth=1.06):
    edges = list(np.linspace(0, uniform_to, round(uniform_to / step) + 1))
    width = step
    while edges[-1] < far:
        width *= growth
        edges.append(edges[-1] + width)
    return np.array(edges)


def axis_modes(edges, source_range, observer_range):
    """Decay rates and source-observer weights of one coordinate."""
    width = np.diff(edges)
    centre = (edges[1:] + edges[:-1]) / 2
    link = 1 / np.diff(centre)
    diagonal = np.zeros(len(width))
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += 2 / width[-1]          # cold far boundary
    off = -link / np.sqrt(width[1:] * width[:-1])
    rates, vectors = eigh_tridiagonal(diagonal / width, off)

    def projection(limits):
        part = width * ((centre > limits[0]) & (centre < limits[1]))
        return vectors.T @ (part / part.sum() / np.sqrt(width))
    return rates, projection(source_range) * projection(observer_range)


def grid_rise(time1, time2, ranges):
    """Temperature gained between two times for unit total power."""
    edges = graded_edges()
    (rx, wx), (ry, wy), (rz, wz) = [axis_modes(edges, *p) for p in ranges]
    rate = rx[:, None, None] + ry[None, :, None] + rz[None, None, :]
    gain = (np.exp(-rate * time1) - np.exp(-rate * time2)) / rate
    return np.einsum("i,j,k,ijk->", wx, wy, wz, gain) / 4


surface = (0, 0.1)
rectangle_case = [((0, 1), (0, 1)), ((0, 0.5), (0, 0.5)), (surface, surface)]
two_pad_case = [((1, 2), (0, 0.1)), ((0, 0.5), (0, 0.1)),
                (surface, (0.9, 1.1))]
grid_ratios = []
for case, m2_case in ((rectangle_case, 5 / 6),
                      (two_pad_case, 7 / 3 + 1 / 12 + 1)):
    computed = grid_rise(25.0, 100.0, case)
    leading = law(5.0) - law(10.0)
    corrected = (law(5.0) * (1 - m2_case / 300)
                 - law(10.0) * (1 - m2_case / 1200))
    # one per cent allows for the finite grid spacing
    assert abs(computed / corrected - 1) < 0.01
    grid_ratios.append(computed / leading)

# Disc of radius 1 seen at its centre, by spatial Hankel modes
disc_u = 4.0
disc = quad(lambda q: j1(q) * erfc(q * disc_u) / q, 0, 3, epsabs=1e-13)[0] / pi
assert abs(disc / law(disc_u) - (1 - 0.5 / (12 * disc_u**2))) < 1e-4
disc_ratio = disc / law(disc_u)

# Example: rough typical silicon values and a chosen small hot area
k_si = 140.0                 # W/(m K)
heat_capacity = 1.65e6       # J/(m3 K)
base = 300.0                 # K
P = 50.0                     # mW
Lx, Ly = 20.0, 10.0          # micrometre
wafer = 500.0                # micrometre
k = k_si * 1e-3              # mW/(micrometre K)
alpha = k_si / heat_capacity * 1e6   # micrometre^2/microsecond


def axis_mean(v, length):
    """Gaussian kernel averaged over all pairs of points on a segment."""
    x = length / (2 * v)
    return (erf(x) + np.expm1(-x * x) / (x * np.sqrt(pi))) / length


def kernel(v):
    return 2 * P / (np.sqrt(pi) * k) * axis_mean(v, Lx) * axis_mean(v, Ly)


def rise(u):
    return quad(kernel, 0, u, epsabs=1e-11, epsrel=1e-10, limit=200)[0]


def deficit(u):
    return quad(kernel, u, np.inf, epsabs=1e-11, epsrel=1e-10, limit=200)[0]


def pair_average(function):
    """Average of function(distance) over pairs of points in the rectangle."""
    node, weight = np.polynomial.legendre.leggauss(50)
    node, weight = (node + 1) / 2, weight / 2
    corner = np.arctan2(Ly, Lx)
    total = 0.0
    for low, high in ((0, corner), (corner, pi / 2)):
        for x, w in zip(node, weight):
            angle = low + (high - low) * x
            c, s = np.cos(angle), np.sin(angle)
            reach = Lx / c if high == corner else Ly / s
            d = reach * node
            density = 4 * (Lx - d * c) * (Ly - d * s) / (Lx * Ly)**2
            total += ((high - low) * w * reach
                      * np.sum(weight * density * d * function(d)))
    return total


strength = P / (2 * pi * k)          # K micrometre
steady = rise(50.0) + deficit(50.0)
assert abs(strength * pair_average(lambda d: 1 / d) / steady - 1) < 1e-7
m2 = (Lx**2 + Ly**2) / 6
assert abs(pair_average(lambda d: d**2) / m2 - 1) < 1e-10

times = np.array([1.0, 10.0, 100.0, 1000.0])
rows = []
for time in times:
    u = np.sqrt(alpha * time)
    actual = deficit(u)
    by_pairs = strength * pair_average(lambda d: erf(d / (2 * u)) / d)
    assert abs(actual / by_pairs - 1) < 1e-6
    error = 1 - actual / law(u, P, k)
    bound = m2 / (12 * u * u)
    assert -1e-8 < error < bound + 1e-8
    rows.append((time, u, steady - actual, actual, law(u, P, k), error, bound))
assert abs(rows[2][5] / rows[2][6] - 1) < 0.01


def time_to_fraction(fraction):
    u = brentq(lambda v: deficit(v) - fraction * steady, 1.0, 5000.0)
    return u * u / alpha


def law_time(fraction):
    return (strength / (fraction * steady))**2 / (pi * alpha)


t10, t1 = time_to_fraction(0.10), time_to_fraction(0.01)
assert abs(law_time(0.01) / t1 - 1) < 0.01
first, second = rise(np.sqrt(alpha * 10)), rise(np.sqrt(alpha * 40))
extrapolated = 2 * second - first
assert abs(extrapolated - steady) < 0.1 * (steady - second)


# Finite wafer with a cold back face: images against slab modes
def image_change(thickness, u):
    n = np.arange(1, 200)
    return np.sum((-1.0)**n * erfc(n * thickness / u) / (n * thickness))


def slab_difference(s):
    n = np.arange(0, 60)
    slab = 2 * np.sum(np.exp(-((n + 0.5) * pi)**2 * s))
    return (slab - 1 / np.sqrt(pi * s)) / (2 * s)


by_modes = quad(slab_difference, 0.02, 0.5, epsabs=1e-11)[0]
assert abs(by_modes / image_change(1.0, np.sqrt(0.5)) - 1) < 1e-6
final_change = quad(lambda q: np.tanh(q) - 1, 0, 30)[0]
assert abs(final_change + np.log(2)) < 1e-8
wafer_changes = [strength * image_change(wafer, row[1]) for row in rows]
wafer_final = -strength * np.log(2) / wafer

# Conductivity falling as temperature^(-exponent), rough for silicon
exponent = 1.3
power_k = 1 - exponent
hot = base * (1 + power_k * steady / base)**(1 / power_k)
transformed = quad(lambda T: (T / base)**(-exponent), base, hot)[0]
assert abs(transformed / steady - 1) < 1e-9
local_k_change = (hot / base)**(-exponent) - 1
mean_free_path = 0.3         # micrometre, rough, heat-carrying phonons
air_cooling = 10.0           # W/(m2 K), rough, still air
cooling_ratio = air_cooling * rows[-1][1] * 1e-6 / k_si
to_ev = constants.k / constants.e

print("TESTS OF SHAPE INDEPENDENCE (1 = leading law)")
print(f"grid, rectangle, rise from alpha t=25 to 100: {grid_ratios[0]:.4f}")
print(f"grid, two pads, seen below gap, same times: {grid_ratios[1]:.4f}")
print(f"disc centre, deficit at u = 4 radii: {disc_ratio:.5f}")
print("EXAMPLE INPUTS (silicon values rough)")
print(f"conductivity: {k_si:.0f} W/(m K)")
print(f"heat capacity: {heat_capacity:.2e} J/(m3 K)")
print(f"diffusivity: {alpha:.2f} um2/us")
print(f"power: {P:.0f} mW; base temperature: {base:.0f} K")
print(f"source sides: {Lx:.0f} um, {Ly:.0f} um; wafer: {wafer:.0f} um")
print("EXAMPLE RESULTS (mean over source)")
print(f"P/(2 pi k): {strength:.3f} K um")
print(f"mean squared pair distance m2: {m2:.2f} um2")
print(f"m2/(12 alpha): {m2 / (12 * alpha):.4f} us")
print(f"steady mean rise: {steady:.4f} K = {steady * to_ev:.3e} eV")
for time, u, warm, actual, predicted, error, bound in rows:
    print(f"t = {time:.0f} us: diffusion length {u:.2f} um, rise {warm:.4f} K")
    print(f"  deficit {actual:.5f} K, law {predicted:.5f} K")
    print(f"  law too high by {100 * error:.4f} %, bound {100 * bound:.4f} %")
print(f"deficit at 10 us in energy: {rows[1][3] * to_ev:.3e} eV")
print(f"time to within 10 %: {t10:.3f} us; law: {law_time(0.10):.3f} us")
print(f"time to within 1 %: {t1:.2f} us; law: {law_time(0.01):.2f} us")
print(f"rise at 10 us: {first:.4f} K; at 40 us: {second:.4f} K")
print(f"extrapolated steady rise: {extrapolated:.4f} K")
print("NEGLECTED EFFECTS")
print(f"cold back face, change at 100 us: {wafer_changes[2]:.2e} K")
print(f"cold back face, change at 1000 us: {wafer_changes[3]:.2e} K")
print(f"cold back face, final change: {wafer_final:.4f} K")
print(f"wafer diffusion time L^2/alpha: {wafer**2 / alpha:.0f} us")
print(f"conductivity exponent (rough): {exponent:.1f}")
print(f"steady rise with k(T), estimate: {hot - base:.4f} K")
print(f"local conductivity change: {100 * local_k_change:.2f} %")
print(f"phonon mean free path (rough): {mean_free_path:.1f} um")
print(f"mean free path / short side: {mean_free_path / Ly:.3f}")
print(f"air cooling coefficient (rough): {air_cooling:.0f} W/(m2 K)")
print(f"surface cooling ratio h u/k at 1000 us: {cooling_ratio:.2e}")
print("OK")
```

It prints:

```
TESTS OF SHAPE INDEPENDENCE (1 = leading law)
grid, rectangle, rise from alpha t=25 to 100: 0.9959
grid, two pads, seen below gap, same times: 0.9810
disc centre, deficit at u = 4 radii: 0.99740
EXAMPLE INPUTS (silicon values rough)
conductivity: 140 W/(m K)
heat capacity: 1.65e+06 J/(m3 K)
diffusivity: 84.85 um2/us
power: 50 mW; base temperature: 300 K
source sides: 20 um, 10 um; wafer: 500 um
EXAMPLE RESULTS (mean over source)
P/(2 pi k): 56.841 K um
mean squared pair distance m2: 83.33 um2
m2/(12 alpha): 0.0818 us
steady mean rise: 11.6107 K = 1.001e-03 eV
t = 1 us: diffusion length 9.21 um, rise 8.3787 K
  deficit 3.23201 K, law 3.48149 K
  law too high by 7.1659 %, bound 8.1845 %
t = 10 us: diffusion length 29.13 um, rise 10.5187 K
  deficit 1.09206 K, law 1.10094 K
  law too high by 0.8069 %, bound 0.8185 %
t = 100 us: diffusion length 92.11 um, rise 11.2629 K
  deficit 0.34786 K, law 0.34815 K
  law too high by 0.0817 %, bound 0.0818 %
t = 1000 us: diffusion length 291.29 um, rise 11.5007 K
  deficit 0.11009 K, law 0.11009 K
  law too high by 0.0082 %, bound 0.0082 %
deficit at 10 us in energy: 9.411e-05 eV
time to within 10 %: 8.828 us; law: 8.991 us
time to within 1 %: 898.94 us; law: 899.10 us
rise at 10 us: 10.5187 K; at 40 us: 11.0614 K
extrapolated steady rise: 11.6041 K
NEGLECTED EFFECTS
cold back face, change at 100 us: -1.86e-15 K
cold back face, change at 1000 us: -1.73e-03 K
cold back face, final change: -0.0788 K
wafer diffusion time L^2/alpha: 2946 us
conductivity exponent (rough): 1.3
steady rise with k(T), estimate: 11.9090 K
local conductivity change: -4.93 %
phonon mean free path (rough): 0.3 um
mean free path / short side: 0.030
air cooling coefficient (rough): 10 W/(m2 K)
surface cooling ratio h u/k at 1000 us: 2.08e-05
OK
```
